# The MC-PDFT translation and the closed-shell equality of tPBE and PBE, part 1

(Sections cited here and not found follow in the second part.)

## From the determinant to an effective polarization

**Q.** The PBE functional takes an electron density and a spin density. A wave function supplies both. Why would anyone want to feed it something else?

**A.** Because the spin density can be silent about how the electrons are arranged. Write \(\rho_\uparrow\) and \(\rho_\downarrow\) for the densities of up-spin and down-spin electrons, and

\[
\rho=\rho_\uparrow+\rho_\downarrow,\qquad m=\rho_\uparrow-\rho_\downarrow .
\]

A singlet state is unchanged by any rotation of all the spins. A half turn about the \(x\) axis exchanges up and down, so in a singlet \(\rho_\uparrow=\rho_\downarrow\) and \(m=0\) at every point. This holds for a helium atom, where two electrons share an orbital. It also holds for two hydrogen atoms far apart and coupled to a singlet, where each electron has a region to itself. The variable \(m\) does not distinguish these cases.

The chance of finding two electrons at the same place does distinguish them. Multiconfiguration pair-density functional theory, MC-PDFT, therefore uses the density together with this chance. The existing functionals, however, expect spin densities. The question is whether the pair information can be translated into the language they understand.

**Q.** "The chance of finding two electrons at the same place" is not a definition. What is the quantity, and how is it normalized?

**A.** Let \(x=(\mathbf r,s)\) combine position and spin, and let \(\int dx\) include the sum over spin. For a normalized \(N\)-electron wave function, define the pair density

\[
P(x_1,x_2)=\frac{N(N-1)}{2}\int dx_3\cdots dx_N\,|\Psi(x_1,x_2,x_3,\ldots,x_N)|^2 .
\]

Integrated over both arguments it gives \(N(N-1)/2\), the number of electron pairs. The on-top pair density is its value with both electrons at one position, summed over their spins:

\[
\Pi(\mathbf r)=\sum_{s_1,s_2}P(\mathbf r s_1,\mathbf r s_2).
\]

For a small volume \(v\) around \(\mathbf r\), the expected number of pairs with both members inside is \(\Pi v^2\) to leading order in \(v\). In three dimensions the unit of \(\Pi\) is bohr\(^{-6}\), the same as that of \(\rho^2\). If pairs were counted twice, with the prefactor \(N(N-1)\), the quantity would be \(2\Pi\), and the factors below would change accordingly.

**Q.** A correlated wave function has a complicated \(\Pi\). Where does one find a relation to the spin density?

**A.** In the case where everything can be worked out: a single Slater determinant. Take orthonormal spin orbitals \(\psi_i(x)\) and

\[
\Psi=\frac{1}{\sqrt{N!}}\sum_{p}\mathrm{sgn}(p)\prod_{k=1}^{N}\psi_{p(k)}(x_k),
\]

where \(p\) runs over the permutations of \(1,\ldots,N\). The square contains two permutations, \(p\) from \(\Psi^*\) and \(q\) from \(\Psi\). Integration over \(x_3,\ldots,x_N\) gives a factor \(\delta_{p(k)q(k)}\) for each \(k\ge3\), because the orbitals are orthonormal. Thus \(q\) must agree with \(p\) in all places from the third on, and the first two places must contain the same two orbitals. There are two possibilities. Either \(q=p\), with sign \(+1\), or \(q\) has the first two orbitals exchanged, with sign \(-1\).

For a given ordered pair \(i=p(1)\), \(j=p(2)\), the remaining orbitals can be arranged in \((N-2)!\) ways. Since \((N-2)!/N!=1/[N(N-1)]\),

\[
\int dx_3\cdots dx_N|\Psi|^2=\frac{1}{N(N-1)}\sum_{i\ne j}
\Big[|\psi_i(x_1)|^2|\psi_j(x_2)|^2-\psi_i^*(x_1)\psi_j^*(x_2)\psi_j(x_1)\psi_i(x_2)\Big].
\]

The bracket vanishes for \(i=j\), so the restriction on the sum may be dropped. With the one-particle density matrix

\[
\gamma(x,x')=\sum_i\psi_i(x)\psi_i^*(x'),
\]

the first term becomes \(\gamma(x_1,x_1)\gamma(x_2,x_2)\). In the second, the sum over \(i\) gives \(\gamma(x_2,x_1)\) and the sum over \(j\) gives \(\gamma(x_1,x_2)\). These two are complex conjugates. Multiplication by \(N(N-1)/2\) leaves

\[
P(x_1,x_2)=\tfrac12\Big[\gamma(x_1,x_1)\gamma(x_2,x_2)-|\gamma(x_1,x_2)|^2\Big].
\]

**Q.** The second term is exchange. I would expect it to make the on-top value awkward, not simple.

**A.** It makes it simple, because at coincidence it removes whole terms. Assume that each spin orbital is purely up or purely down. Then \(\gamma\) vanishes between different spins, while \(\gamma(\mathbf r s,\mathbf r s)=\rho_s(\mathbf r)\). The four spin combinations are

\[
P(\mathbf r\!\uparrow,\mathbf r\!\uparrow)=\tfrac12(\rho_\uparrow^2-\rho_\uparrow^2)=0,\qquad
P(\mathbf r\!\downarrow,\mathbf r\!\downarrow)=\tfrac12(\rho_\downarrow^2-\rho_\downarrow^2)=0,
\]

\[
P(\mathbf r\!\uparrow,\mathbf r\!\downarrow)=P(\mathbf r\!\downarrow,\mathbf r\!\uparrow)=\tfrac12\rho_\uparrow\rho_\downarrow .
\]

Their sum is

\[
\Pi=\rho_\uparrow\rho_\downarrow .
\]

Equal spins do not meet, by the Pauli principle. Opposite spins in a determinant are statistically independent, so their chance of meeting is the product of their densities.

**Q.** Did you assume that up and down electrons share spatial orbitals?

**A.** No. Orthogonality between an up and a down spin orbital is guaranteed by the spin factors, whatever the spatial parts. The result therefore covers unrestricted determinants as well as restricted ones. What was used is that there is one determinant and that the spins lie along a common axis.

**Q.** You now have a product of spin densities. I want their difference.

**A.** The sum is known too, and sum and product fix the two numbers. Expand the squares:

\[
\rho^2-m^2=(\rho_\uparrow+\rho_\downarrow)^2-(\rho_\uparrow-\rho_\downarrow)^2=4\rho_\uparrow\rho_\downarrow=4\Pi .
\]

Hence \(m^2=\rho^2-4\Pi\). Where \(\rho>0\), divide by \(\rho^2\) and take the nonnegative root:

\[
\zeta\equiv\frac{|m|}{\rho}=\sqrt{1-\frac{4\Pi}{\rho^2}}=\sqrt{1-R},\qquad R\equiv\frac{4\Pi}{\rho^2}.
\]

For a determinant the root is real, since \(1-R=m^2/\rho^2\ge0\). Also \(R\ge0\), since \(\Pi\) is a sum of squares. The limits are clear. If one spin is absent at \(\mathbf r\), no pair can meet there, so \(R=0\) and \(\zeta=1\). If both spins are equally present, \(\Pi=\rho^2/4\), so \(R=1\) and \(\zeta=0\).

**Q.** The square root has lost the sign of \(m\). You cannot tell which spin is the majority.

**A.** That is so. What can be recovered is the larger and the smaller spin density,

\[
\rho_\pm=\frac{\rho}{2}(1\pm\zeta).
\]

Their sum is \(\rho\), and their product is \(\rho^2(1-\zeta^2)/4=\rho^2R/4=\Pi\), as it must be. Without a magnetic field or spin-orbit coupling, the exchange-correlation energy density of a functional such as PBE does not change when the labels up and down are exchanged. It can therefore be evaluated from \(\rho_+\) and \(\rho_-\) without knowing which is which, even if the majority spin changes from one region to another.

**Q.** I would like to see this with a wave function, not with the density formula you have just derived.

**A.** Take three electrons on a line. Two have spin up and occupy

\[
f_0(x)=\pi^{-1/4}e^{-x^2/2},\qquad f_1(x)=\sqrt2\,x f_0(x),
\]

and one has spin down and occupies the displaced function \(f_0(x-1.5)\), with lengths in bohr. Form the three-electron determinant, square it, sum over spins and integrate numerically over the other electrons on an even grid. This gives \(\rho\), \(m\) and \(\Pi\) separately from \(|\Psi|^2\). In one dimension \(\Pi\) has the unit bohr\(^{-2}\).

At \(x=-0.5\) bohr, \(\rho=0.66942\) bohr\(^{-1}\) and \(\Pi=0.006811\) bohr\(^{-2}\). Thus

\[
R=\frac{4(0.006811)}{(0.66942)^2}=0.0608,\qquad
\zeta=\sqrt{1-0.0608}=0.969 .
\]

The direct ratio \(m/\rho\) is \(+0.969\). At \(x=2.0\) bohr, \(\rho=0.53239\) bohr\(^{-1}\) and \(\Pi=0.040864\) bohr\(^{-2}\), so

\[
R=\frac{4(0.040864)}{(0.53239)^2}=0.577,\qquad
\zeta=\sqrt{1-0.577}=0.650 .
\]

The direct ratio there is \(-0.651\); the last digit differs because \(R\) was rounded. The magnitude is recovered at both points, and the sign at neither.

**Q.** At the first point the pair density is tiny. What does it tell us there?

**A.** It measures the minority spin. For small \(R\), the expansion \(\sqrt{1-R}=1-R/2-R^2/8-\cdots\) gives

\[
\rho_-=\frac{\rho}{2}\left(1-\sqrt{1-R}\right)=\frac{\rho R}{4}\left(1+\frac R4+\cdots\right)=\frac{\Pi}{\rho}\left(1+\frac R4+\cdots\right).
\]

At \(x=-0.5\) bohr the leading term is \(0.006811/0.66942=0.01017\) bohr\(^{-1}\). The next term raises it by a fraction \(0.0608/4\), about 1.5 per cent, to \(0.0103\) bohr\(^{-1}\).

The opposite end, \(R\) near 1, behaves differently. If \(R=1-\delta\), then \(\zeta=\sqrt\delta\). A deficit of \(10^{-4}\) in \(R\) already means a polarization of \(10^{-2}\).

**Q.** All this was for one determinant, where I already knew \(m\). What licenses the formula for a multiconfigurational state?

**A.** Nothing proves it there. MC-PDFT adopts it as a definition. From the multiconfigurational wave function one computes \(\rho\) and \(\Pi\). With real spatial orbitals \(\phi_p\),

\[
\Pi(\mathbf r)=\frac12\sum_{pqrs}d_{pqrs}\,\phi_p\phi_q\phi_r\phi_s,\qquad
d_{pqrs}=\sum_{\sigma\tau}\langle a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}\rangle ,
\]

where the factor \(\tfrac12\) again counts each pair once. One then forms \(\zeta\) and passes \(\rho_\pm\) to the functional. The derivation guarantees that the definition returns \(|m|/\rho\) when the state is a collinear determinant. For a determinant whose spins do not share an axis, the same pair formula gives \(\Pi=(\rho^2-|\mathbf m|^2)/4\), with \(\mathbf m\) the magnetization vector, so \(\zeta=|\mathbf m|/\rho\). For states that are not a single determinant, \(\zeta\) is an effective variable. Moreover, \(R\) may then exceed 1 and make the root imaginary. The original translation sets \(\zeta=0\) at such points.

**Q.** Give me a case in which the effective variable and the true polarization disagree, and tell me why I should prefer the effective one.

**A.** Consider two electrons in a triplet, in orthonormal real orbitals \(a\) and \(b\). The spatial part is

\[
\Phi(\mathbf r_1,\mathbf r_2)=\frac{a(\mathbf r_1)b(\mathbf r_2)-b(\mathbf r_1)a(\mathbf r_2)}{\sqrt2}.
\]

It vanishes at \(\mathbf r_1=\mathbf r_2\), so \(\Pi=0\) and \(\zeta=1\) for all three spin components. The component with both spins up is a determinant and has \(m=\rho\). The component with total spin projection zero consists of two determinants and has \(m=0\). Without a field the three have the same energy. A functional of \(\rho\) and \(m\) is given different input for them; a functional of \(\rho\) and \(\Pi\) is given the same.

**Q.** PBE also needs gradients of the spin densities. Are those translated by the same formula?

**A.** Not completely. Differentiation of \(\rho_\pm=\rho(1\pm\zeta)/2\) gives

\[
\nabla\rho_\pm=\frac{1\pm\zeta}{2}\nabla\rho\pm\frac{\rho}{2}\nabla\zeta .
\]

The original translation keeps the first term and drops the second:

\[
(\nabla\rho_\pm)_{\rm tr}=\frac{1\pm\zeta}{2}\nabla\rho .
\]

This is a further approximation, and it is not implied by the determinant formula. The dropped term can be troublesome in a multiconfigurational state, because

\[
\nabla\zeta=-\frac{\nabla R}{2\sqrt{1-R}}
\]

diverges where \(R\) reaches 1 with a nonzero slope. Whether dropping it costs anything for a determinant depends on whether \(\zeta\) varies in space.

## What the translation does to PBE

**Q.** Before I object further, collect what we are entitled to use.

**A.** The density is \(\rho\), the spin density is \(m\), and \(\Pi\) is the on-top pair density normalized to \(N(N-1)/2\) pairs. For one determinant with collinear spins, \(\Pi=\rho_\uparrow\rho_\downarrow\). The translation uses

\[
R=\frac{4\Pi}{\rho^2},\qquad \zeta=\sqrt{1-R}\ \ (R\le1),\qquad \zeta=0\ \ (R>1),
\]

\[
\rho_\pm=\frac{1\pm\zeta}{2}\rho,\qquad
(\nabla\rho_\pm)_{\rm tr}=\frac{1\pm\zeta}{2}\nabla\rho .
\]

For a determinant \(\zeta=|m|/\rho\). The translated gradient lacks the term \(\pm\rho\nabla\zeta/2\).

**Q.** And what is tPBE? A functional, or a total energy?

**A.** The on-top functional is PBE evaluated with the translated variables:

\[
E_{\rm ot}^{\rm tPBE}[\rho,\Pi]=E_{xc}^{\rm PBE}\big[\rho_+,\rho_-,(\nabla\rho_+)_{\rm tr},(\nabla\rho_-)_{\rm tr}\big].
\]

The MC-PDFT total energy is

\[
E=V_{nn}+\mathrm{tr}(hD)+J[\rho]+E_{\rm ot}[\rho,\Pi].
\]

Here \(V_{nn}\) is the nuclear repulsion, \(h\) contains the kinetic energy and the nuclear attraction, \(D\) is the spin-summed one-particle density matrix, and \(J\) is the classical Coulomb energy of the density. The exchange and correlation parts of the wave function's own electron repulsion are not added; \(E_{\rm ot}\) stands in their place.

For a single collinear determinant, \(\rho\) and \(\Pi\) determine \(|m|/\rho\) exactly; MC-PDFT adopts the same formula as a definition for other states and truncates the spin-density gradients. It remains to see when tPBE reproduces PBE for a determinant, and what the translation changes for a multiconfigurational state.
